# Heat-bath T-moves in diffusion Monte Carlo and their size consistency

An effective core potential removes the core electrons of a heavy atom and leaves an operator that acts differently on each angular momentum about the ion. Such an operator is nonlocal: it connects an electron at \( \mathbf r \) to every point of the sphere of the same radius. Diffusion Monte Carlo (DMC) moves walkers with non-negative probabilities, and this works for off-diagonal Hamiltonian elements that are negative. The nonlocal elements have both signs. The algorithm must decide which of them become moves and which become potentials, and its error per electron should not depend on how many electrons are simulated together.

Hartree atomic units are used. A configuration of all electrons is \( x \), the time step is \( \tau \), and the trial function \( \Psi \) is real and positive, so that the fixed-node constraint plays no part.

## Quadrature elements

For an ion at the origin with channels \( v_l(r) \), the addition theorem \( \sum_m Y_{lm}(\Omega)Y^*_{lm}(\Omega')=\frac{2l+1}{4\pi}P_l(\cos\gamma) \) gives

\[ (V_{NL}\Psi)(x)=\sum_i\sum_l (2l+1)\,v_l(r_i)\int\frac{d\Omega'}{4\pi}P_l(\cos\gamma)\,\Psi(x'_i), \]

where \( x'_i \) is \( x \) with electron \( i \) turned to direction \( \Omega' \), at angle \( \gamma \) from its own. A rule with points \( \Omega_q \) and weights \( \sum_q w_q=1 \) replaces the integral. Dividing by \( \Psi(x) \) defines the elements

\[ v_{iq}(x)=w_q\sum_l(2l+1)v_l(r_i)P_l(\cos\gamma_{iq})\,\frac{\Psi(x'_{iq})}{\Psi(x)}. \]

Their sum equals \( V_{NL}\Psi/\Psi \) when the rule integrates the integrand without error. The six-point octahedral rule does so up to degree three: odd monomials vanish by inversion, \( xy \)-type terms vanish at every point, and \( x^2,y^2,z^2 \) each average to \( 1/3 \), as on the sphere. If the grid is rotated at random, each point is uniform on the sphere, so the mean of \( \sum_q w_q f(\Omega_q) \) is \( \int f\,d\Omega/4\pi \) for any \( f \). This covers the full sum and also its negative part, which has a kink, so that a single grid integrates it less accurately than the smooth full sum. For \( v_0=1.5 \), \( v_1=3 \) hartree, \( \Psi=e^{0.4\cos\theta} \) and an electron at \( \cos\theta=0.6 \), the mean over 40000 rotations of the full sum is 1.78716 hartree against the exact 1.78715, with a spread of 0.004 hartree between grids. The negative part has mean magnitude 1.0475 against 1.0467, with a spread of 0.14 hartree.

## First design: localize everything

Walkers sample \( f=\Psi\phi \), and an operator \( A \) acts on them as \( \tilde A(x',x)=\Psi(x')A(x',x)/\Psi(x) \). For symmetric \( A \) the column sum \( \sum_{x'}\tilde A(x',x) \) is \( (A\Psi)(x)/\Psi(x) \). Split the off-diagonal part of \( V_{NL} \) as \( S-T \), where \( S\ge0 \) holds the positive elements and \( T\ge0 \) the magnitudes of the negative ones. Both are symmetric when the kernel is, which holds for the rotation-averaged kernel and for the lattice model below. Their column sums are

\[ V(x)=\sum_{x'}T(x',x)\frac{\Psi(x')}{\Psi(x)}=\sum_{iq}|v^-_{iq}|,\qquad V^+(x)=\sum_{iq}v^+_{iq}. \]

The locality approximation (LA) replaces both parts by their column sums, \( H_{LA}=H-S+V^++T-V \). The T-move Hamiltonian replaces the positive part alone:

\[ H_T=H-S+V^+=H_{LA}-T+V. \]

Since \( S\Psi=V^+\Psi \) and \( T\Psi=V\Psi \), all three give the same local energy \( E_L=H\Psi/\Psi \). For any \( \phi=\Psi u \),

\[ \langle\phi|V-T|\phi\rangle=\sum_{x,x'}T(x',x)\Psi(x')\Psi(x)\,[u(x)^2-u(x)u(x')]=\tfrac12\sum_{x,x'}T\,\Psi\Psi'\,(u-u')^2\ge0, \]

where the last step averages the sum with its copy under \( x\leftrightarrow x' \). The same algebra gives \( V^+-S\ge0 \). Hence \( H_T-H_{LA} \) and \( H_T-H \) are positive semidefinite, and taking their expectations in the ground state of \( H_T \) gives \( e_T\ge e_{LA} \) and \( e_T\ge e_0 \) for the ground energies. The difference \( H_{LA}-H=(V^+-S)-(V-T) \) has no fixed sign, so LA has no such bound. That is one fault of the first design and one reason to keep \( T \) as moves. A second lies outside this nodeless setting: where \( \Psi \) has nodes, the localized term \( -V \) can diverge negatively as \( \Psi(x)\to0 \) and destabilize the walker weights.

## The heat-bath move

Write \( H_T=(H_{LA}+V)-T \). To first order in \( \tau \),

\[ e^{-\tau H_T}=e^{-\tau(H_{LA}+V)}(1+\tau T)+O(\tau^2). \]

The importance-sampled factor \( 1+\tau\tilde T \) is non-negative with column sum \( 1+\tau V(x) \). Dividing each column by its sum gives a stochastic matrix \( P=(1+\tau\tilde T)(1+\tau V)^{-1} \), whose entries are the heat-bath probabilities

\[ p(x\to x'_{iq})=\frac{\tau|v^-_{iq}|}{1+\tau V(x)},\qquad p(\text{stay})=\frac{1}{1+\tau V(x)}. \]

One uniform random number compared with the cumulative sums selects the outcome, and no move is rejected. The flux \( P(x',x)\,\pi(x) \) with \( \pi=\Psi^2(1+\tau V) \) equals \( \tau T(x',x)\Psi(x')\Psi(x) \), which is symmetric, so the move obeys detailed balance for \( \Psi^2(1+\tau V) \) when \( V \) is a fixed function of \( x \), as in the lattice model below. With randomly rotated grids \( V \) varies from grid to grid, and this balance is only approximate. For \( \Psi^2 \) the flux keeps the factor \( 1/(1+\tau V(x)) \), which is asymmetric wherever \( V(x)\ne V(x') \).

The normalization \( 1+\tau V \) is left over as a weight. In a sequence of steps it stands next to the propagator of the previous step, and

\[ (1+\tau V)\,e^{-\tau(H_{LA}+V)}=e^{\tau V}e^{-\tau(H_{LA}+V)}+O(\tau^2)=e^{-\tau H_{LA}}+O(\tau^2). \]

This propagator is the ordinary DMC step. The off-diagonal elements of \( -\tilde H_{LA} \) are the kinetic rates and its column sums are \( -E_L \), so it is a probability-conserving drift-diffusion generator minus the full local energy. That part is treated here without time-step error, so all \( \tau \) dependence comes from the T-move. Removing \( \Psi \) by similarity, which leaves the diagonal \( V \) unchanged, gives the step operator

\[ G=e^{-\tau H_{LA}}K,\qquad K=(1+\tau T)(1+\tau V)^{-1}. \]

In the single-move scheme, \( T \) and \( V \) are summed over all electrons. The dropped terms include \( (\tau T)^2 \) and \( (\tau V)^2 \), which grow as the square of the number of electrons.

## A solvable model

Take \( M \) identical non-interacting fragments with one electron each and a product \( \Psi \). \( H \), \( H_{LA} \) and \( H_T \) are sums over fragments, so their energies per fragment do not depend on \( M \). The growth energy per fragment is \( e=-\ln\lambda/(\tau M) \), with \( \lambda \) the largest eigenvalue of \( G \). All entries of \( G \) are positive, so \( \lambda \) is simple and its eigenvector \( \Phi \) is positive.

Each electron lives on the six octahedral points, with hopping \( -t \) between adjacent points, a diagonal \( 4t-Fz \), and \( V_{NL}=(v_0+3v_1\cos\gamma)/6 \); the \( s \) and \( p \) kernels are true projectors there because their products have degree two. The round parameters are \( t=0.5 \), \( F=1 \), \( v_0=1.5 \), \( v_1=3 \) hartree, \( \Psi=e^{0.4z} \), \( \tau=0.1 \) hartree\(^{-1}\). The elements are \( (1.5+9)/6=1.75 \) on site (treated as local), \( 1.5/6=0.25 \) to adjacent points and \( (1.5-9)/6=-1.25 \) hartree to the opposite point, which is the one T-move. The adjacent element is outweighed by the hopping, \( 0.25-0.5<0 \), so \( H \) itself has no sign problem here; \( S \) is localized only to imitate the continuum rule, where no kinetic element connects the quadrature points. Then \( V=1.25\,e^{-0.8z} \) is 0.56166, 1.25 and 2.78193 hartree at top, equator and bottom, and a lone electron moves with probability \( 0.056166/1.056166=0.0532 \), \( 0.125/1.125=0.1111 \) and \( 0.278193/1.278193=0.2176 \). Diagonalization gives \( e_0=1.395475 \), \( e_{LA}=1.382045 \) and \( e_T=1.400893 \) hartree. LA lies below the exact energy, \( H_T \) above it, and \( e_T-e_{LA}=0.018848 \) hartree (0.513 eV).

\( G \) commutes with the fourfold rotation of each fragment and with permutations of fragments, so the unique \( \Phi \) depends on the occupations of three layers alone, and \( M=160 \) is tractable. The numerical check printed below confirms this reduction against the walker matrix built from the probabilities on all \( 6^M \) configurations for \( M\le3 \), to \( 10^{-10} \) hartree.

## What goes wrong with one move per step

The probability of a move in a step is \( \tau V/(1+\tau V)<1 \), so the number of moves per electron per step is below \( 1/M \). \( H_T \) demands \( \tau\bar V \) per electron, with \( \bar V \) the mean of \( V \) over the walkers of one fragment. The two agree while \( \tau M\bar V\ll1 \), which sets the crossover size \( M^*=1/(\tau\bar V) \). This is a scale and not a sharp threshold, so the LA ground-state mean \( \bar V=1.27315 \) hartree can serve as an estimate of the walker mean; it gives \( M^*\approx1/0.127315=7.85 \). The mean over walkers of \( H_T \), distributed as \( \Psi \) times its ground state, is 1.145 hartree and gives 8.7, so the estimate is good to about 10%. Averaged over the walker distribution at \( \tau=0.1 \):

| \( M \) | \( e \) (hartree) | \( M(e-e_{LA}) \) (hartree) | moves per step | moves per electron |
|---|---|---|---|---|
| 1 | 1.393280 | 0.0112 | 0.102 | 0.1021 |
| 5 | 1.393481 | 0.0572 | 0.364 | 0.0728 |
| 10 | 1.392719 | 0.1067 | 0.535 | 0.0535 |
| 40 | 1.388378 | 0.2533 | 0.824 | 0.0206 |
| 160 | 1.384293 | 0.3596 | 0.950 | 0.0059 |

### Small time step, any size

The Baker–Campbell–Hausdorff formula for the three factors of \( G \), with \( \ln(1+y)=y-y^2/2+\dots \), gives

\[ -\frac{\ln G}{\tau}=H_{LA}-T+V+\frac{\tau}{2}(T^2-V^2)+\tau C+O(\tau^2), \]

where \( C \) is a sum of commutators of \( H_{LA} \), \( T \) and \( V \). The leading term is \( H_T \), so \( \tau\to0 \) at fixed \( M \) gives \( e_T \) and is size consistent. First-order perturbation theory about the non-degenerate real ground state of \( H_T \) needs the expectation of the \( O(\tau) \) term. A commutator of real symmetric matrices is antisymmetric, so \( \langle C\rangle=0 \). The ground state is a product, so the square of a sum of one-fragment operators has \( M \) diagonal terms and \( M(M-1) \) factorized cross terms: \( \langle T_{\rm tot}^2\rangle=M\langle T^2\rangle+M(M-1)\bar W^2 \) with \( \bar W=\langle T\rangle \), and likewise for \( V \). Dividing by \( M \),

\[ e=e_T-\frac{\tau}{2}\Big[\langle V^2\rangle-\langle T^2\rangle+(M-1)(\bar V^2-\bar W^2)\Big]+O(\tau^2). \]

The quadratic form above gives \( \bar V\ge\bar W \), and \( \bar W\ge0 \), so the size-dependent term lowers the energy and grows as \( \tau M \). It vanishes if \( \Psi \) is the ground state of \( H_T \), since then \( u \) is constant. In the model \( \bar V=1.17050 \), \( \bar W=1.16366 \) hartree, \( \bar V^2-\bar W^2=0.01598 \) and \( \langle V^2\rangle-\langle T^2\rangle=0.17144 \) hartree\(^2\). For \( M=5 \) the slope is \( -\tfrac12(0.17144+4\times0.01598)=-0.11768 \) hartree\(^2\), and finite differences of \( e \) give the same five decimals; the test covers \( M=1,2,5,10 \) at 0.2% of the slope.

At \( \tau=0.1 \) first order fails to give even the sign of the size dependence for a few fragments. It predicts \( e(3)-e(1)=-0.1\times0.01598=-0.0016 \) hartree, while the computed value is \( +0.00028 \), and \( e(5) \) is still above \( e(1) \). One higher term can be identified: the next order of the logarithms adds \( \tau^2(V^3-T^3)/3 \), whose cross terms contain \( \tau^2(M-1)(\langle V^2\rangle\bar V-\langle T^2\rangle\bar W) \) per fragment. As \( \bar V\ge\bar W \), this is at least \( 0.01\times2\times0.171\times1.17\approx0.004 \) hartree for \( M=3 \), larger than the first-order term and of opposite sign. That it causes the rise is a conjecture, because the other terms of this order were not evaluated.

### Fixed time step, large size

Let \( g \) be the positive LA ground state of one fragment and \( g^M \) the product. It is a left eigenvector of \( e^{-\tau H_{LA}} \), so projecting \( G\Phi=\lambda\Phi \) on it gives \( \lambda\langle g^M|\Phi\rangle=e^{-\tau Me_{LA}}\langle g^M|K|\Phi\rangle \). On the left, \( T \) acts on \( g^M \) as multiplication by \( \sum_iW(x_i) \) with \( W=(Tg)/g \). Therefore, without approximation,

\[ \lambda=e^{-\tau Me_{LA}}\sum_x\rho(x)\,\frac{1+\tau\sum_iW(x_i)}{1+\tau\sum_iV(x_i)},\qquad \rho\propto g^M\Phi. \]

The rest is a leading-order argument in \( 1/M \). At most one fragment is moved per step, and it relaxes to \( g \) in about \( 1/(\tau\Delta) \) steps, with \( \Delta \) the LA gap of a fragment. A number of fragments independent of \( M \) is therefore disturbed at any time, and under \( \rho \) the rest are distributed as \( g^2 \). The sums become \( M\bar W \) and \( M\bar V \), now averaged in \( g \); fluctuations of relative size \( M^{-1/2} \) have zero mean and enter at order \( 1/M \). The fraction tends to \( \bar W/\bar V \), and

\[ M(e-e_{LA})\to-\frac1\tau\ln\frac{\bar W}{\bar V}\ge0. \]

The whole system keeps a finite correction to its LA energy, while \( H_T \) requires \( M(e_T-e_{LA}) \). Per fragment the scheme returns to LA, whose energy is not bounded from below by \( e_0 \). The argument needs \( \Delta>0 \) and \( \bar W>0 \). In the model \( \bar W/\bar V=1.22160/1.27315=0.95951 \), so the limit is \( 0.04133/0.1=0.4133 \) hartree. The table approaches it slowly. Extrapolating \( 1/[M(e-e_{LA})] \) from \( M=40,80,160 \) with the combination \( (8f_{4M}-6f_{2M}+f_M)/3 \), which cancels terms in \( 1/M \) and \( 1/M^2 \), gives 0.4137 hartree, 0.1% above the formula.

The mixed estimator follows the same way. Since \( E_L\Psi=H_{LA}\Psi \), the walker average of \( E_L \) is \( -d\ln N/d\sigma \) at \( \sigma=0 \), with \( N(\sigma)=\langle\Psi^M|e^{-\sigma H_{LA}}|\Phi\rangle \). Write \( \Phi\propto G^ng^M \) for large \( n \) and carry the left vector through the factors. After \( j \) propagators it is the product of \( u(\sigma+j\tau) \), with \( u(\sigma)=e^{-\sigma H_{LA}}\Psi \), and the \( K \) it meets contributes, by the argument above, the number \( k=\langle u|T|g\rangle/\langle u|V|g\rangle \). Thus \( \ln N=-\sigma Me_{LA}+\sum_{j\ge1}\ln k(\sigma+j\tau)+\text{const} \). With \( du/d\sigma=-H_{LA}u \) and \( u_j=u(j\tau) \),

\[ M(e_{\rm mix}-e_{LA})\to\sum_{j\ge1}\left[\frac{\langle u_j|H_{LA}T|g\rangle}{\langle u_j|T|g\rangle}-\frac{\langle u_j|H_{LA}V|g\rangle}{\langle u_j|V|g\rangle}\right]. \]

The terms vanish as \( u_j \) turns into \( g \). The sum is a Riemann sum of \( -d\ln k/d\sigma \) divided by \( \tau \); since \( k(0)=1 \) and \( k(\infty)=\bar W/\bar V \), it agrees with the growth limit at leading order in small \( \tau \). At \( \tau=0.1 \) it is 0.3716 hartree, and the same extrapolation gives 0.3719.

### The scaling variable

Set \( s=\tau M \) and define mean operators \( \hat h=H_{LA}/M \), \( \hat w=T/M \), \( \hat v=V/M \). Then \( G=e^{-s\hat h}(1+s\hat w)(1+s\hat v)^{-1} \). Operators of different fragments commute, so \( [\hat a,\hat b]=M^{-2}\sum_i[A_i,B_i] \) has norm of order \( 1/M \) for bounded one-fragment operators, as in this model. At leading order in \( 1/M \) and fixed \( s \) the ordering is immaterial and \( G \) is a Hermitian function of commuting means, so \( \lambda \) is its largest expectation. The maximizing state is permutation symmetric, and by the quantum de Finetti theorem such a state acts on mean operators as a mixture of products \( \psi^M \), in each of which a mean operator has variance of order \( 1/M \) and takes its one-fragment value. With \( e=-\ln\lambda/s \), this mean-field argument gives

\[ e(s)=\min_\psi\Big\{\langle H_{LA}\rangle+\frac1s\ln\frac{1+s\bar V}{1+s\bar W}\Big\}. \]

Replacing \( \psi \) by \( |\psi| \) does not raise \( \langle H_{LA}\rangle \), does not lower \( \bar W \) and keeps \( \bar V \), so \( \psi\ge0 \) suffices. The second term equals \( \int_{\bar W}^{\bar V}dy/(1+sy) \), which is non-negative, at most \( \bar V-\bar W \), and non-increasing in \( s \) for each \( \psi \). Hence \( e(s) \) falls monotonically between \( e_T \) and \( e_{LA} \), and the rise at small \( M \) is a finite-size effect outside this limit. Expanding for small \( s \) gives \( \langle H_T\rangle-s(\bar V^2-\bar W^2)/2 \), the large-\( M \) form of the small-\( \tau \) result; for large \( s \) the term becomes \( s^{-1}\ln(\bar V/\bar W) \), the fixed-\( \tau \) limit. Varying \( \psi \) at fixed norm shows that it is an eigenvector of

\[ H_{LA}-\frac{T}{1+s\bar W}+\frac{V}{1+s\bar V}, \]

so the correction that turns LA into \( H_T \) is switched off by factors of order \( 1/(1+M/M^*) \). For \( s=2 \) hartree\(^{-1}\), \( M=20,40,80 \) give 1.390897, 1.391495 and 1.391787 hartree, and \( (8\times1.391787-6\times1.391495+1.390897)/3=1.39207 \), the value of the formula. For \( s=4 \) both give 1.38882 hartree. At large \( M \), keeping \( e(s) \) at a given distance from \( e_T \) means keeping \( s \) fixed, so \( \tau \) must shrink as \( 1/M \) and the number of steps per unit of projection time grows in proportion to \( M \).

## The design that follows

The fault lies in linearizing \( e^{\tau T} \) and \( e^{\tau V} \) for the operators summed over all electrons. For separated fragments \( e^{\tau T}=\prod_ie^{\tau T_i} \), whose expansion holds terms with many moves; \( 1+\tau\sum_iT_i \) keeps one, and the common denominator couples fragments that do not interact. Linearizing each factor separately avoids both. The scheme sweeps over the electrons, and for electron \( i \) it evaluates \( v_{iq} \) at the current configuration, forms \( V_i=\sum_q|v^-_{iq}| \) and draws

\[ p(x\to x'_{iq})=\frac{\tau|v^-_{iq}|}{1+\tau V_i(x)},\qquad p(\text{stay})=\frac1{1+\tau V_i(x)}, \]

updating \( x \) before the next electron. To first order \( \prod_iP_i=1+\tau\sum_i(\tilde T_i-V_i) \), the same as the single-move \( P \), so the \( \tau\to0 \) limit is still \( H_T \). For a product \( \Psi \) the ratio \( \Psi(x')/\Psi(x) \) involves the fragment of electron \( i \) alone, so \( P_i \) acts on that fragment alone, the step operator is a tensor product, \( \lambda=\lambda_1^M \), and \( e \) is independent of \( M \) at every \( \tau \). With several electrons per fragment the factors of different fragments commute and the same factorization holds, provided the order of the sweep within a fragment is unchanged. Recomputing the elements after each move is not needed for this factorization, since elements frozen at the start of the sweep also depend on the electron's own fragment alone; the choice changes the time-step error of a fragment, not its independence of \( M \).

On the full configuration space the sweep gives 1.393280 hartree for \( M=1,2,3 \), where the single-move scheme gives 1.393280, 1.393478 and 1.393555. At \( M=160 \) the single-move energy lies 0.008987 hartree (0.245 eV) per fragment below the sweep value, and its error relative to \( e_T \), \( 1.384293-1.400893=-0.0166 \) hartree, is 88% of \( e_{LA}-e_T \).

The sweep removes the size dependence and leaves a time-step error. Here \( 1.393280-1.400893=-0.0076 \) hartree relative to \( e_T \), against \( -0.1\times0.08572=-0.0086 \) at first order. This already puts the energy below \( e_0=1.395475 \) hartree: the bound \( e_T\ge e_0 \) belongs to the \( \tau\to0 \) limit, which must still be reached by extrapolation. The move probability of each draw, \( \tau V_i/(1+\tau V_i) \), falls clearly below its first-order value \( \tau V_i \) once \( \tau V_i \) is no longer small, now independently of \( M \), and it saturates for \( \tau V_i\gg1 \). The factorization is shown for non-interacting fragments, which is the setting in which size consistency is defined; interacting electrons, nodes of \( \Psi \) and the time-step error of the drift-diffusion step lie outside this model.

## Numbers as computed

```
inputs: t=0.5 F=1.0 v0=1.5 v1=3.0 hartree, a=0.4, tau=0.1 1/hartree
sphere, electron cos(theta)=0.6, 40000 random rotations
 sum v: mean 1.787161 exact 1.787146 spread 3.9e-03 hartree
 sum|v-|: mean 1.0475 exact 1.0467 spread 0.143 hartree
V_NL self/adjacent/opposite: 1.7500 0.2500 -1.2500 hartree
V top/equator/bottom: [0.56166 1.25    2.78193] hartree
E_L top/equator/bottom: [1.51802 1.45946 0.47625] hartree
move probability, M=1: [0.05318 0.11111 0.21765]
e_0=1.395475 e_LA=1.382045 e_T=1.400893 hartree
e_T-e_LA = 0.018848 hartree = 0.5129 eV
full space M=1: e single-move 1.393280, per-electron sweep 1.393280 hartree
full space M=2: e single-move 1.393478, per-electron sweep 1.393280 hartree
full space M=3: e single-move 1.393555, per-electron sweep 1.393280 hartree
H_T state: Vb=1.17050 Wb=1.16366 hartree
 <V2>-<T2>=0.17144 Vb2-Wb2=0.01598 hartree^2
 de/dtau M=1: numeric -0.08572 formula -0.08572 hartree^2
 de/dtau M=2: numeric -0.09371 formula -0.09371 hartree^2
 de/dtau M=5: numeric -0.11768 formula -0.11768 hartree^2
 de/dtau M=10: numeric -0.15763 formula -0.15764 hartree^2
 full space d[e(3)-e(1)]/dtau: -0.01598, formula -0.01598 hartree^2
 e(3)-e(1) at tau=0.1: 0.000276, first order -0.001598 hartree
H_LA state: Vb=1.27315 Wb=1.22160 hartree, M*=1/(tau Vb)=7.85
M, e growth, e mixed, M(e-e_LA) [hartree], moves/step, moves/electron
   1 1.393280 1.392201 0.01123 0.1021 0.10205
   2 1.393478 1.392382 0.02287 0.1855 0.09274
   5 1.393481 1.392382 0.05718 0.3639 0.07278
  10 1.392719 1.391687 0.10674 0.5351 0.05351
  20 1.390897 1.390032 0.17704 0.6989 0.03494
  40 1.388378 1.387752 0.25332 0.8239 0.02060
  80 1.386005 1.385610 0.31676 0.9040 0.01130
 160 1.384293 1.384067 0.35961 0.9498 0.00594
limit M(e-e_LA): extrapolated 0.41367, formula 0.41329 hartree
limit M(e_mix-e_LA): extrapolated 0.37194, formula 0.37160 hartree
e(160)-e(1) = -0.008987 hartree = -0.2445 eV per fragment
s=2.0 1/hartree, M=(20, 40, 80): e=1.390897 1.391495 1.391787 hartree
 extrapolated 1.392075, product-state formula 1.392075 hartree
s=4.0 1/hartree, M=(40, 80, 160): e=1.388378 1.388604 1.388715 hartree
 extrapolated 1.388824, product-state formula 1.388824 hartree
```
